# Thin-double-layer charging time of an electrolyte between blocking electrodes

## What goes wrong with the obvious time scales

A small voltage is applied across a salt solution between two electrodes that pass no ions. How long does the cell take to charge? Two lengths are available, the Debye length $\lambda_D$ and the electrode separation $L$, and with the ion diffusivity $D$ they suggest two times. For a 1 mol/m³ electrolyte in a 10 µm gap, with the parameters given near the end, the Debye time $\lambda_D^2/D$ is 0.095 µs and the diffusion time $L^2/D$ is 100 ms. The actual charging time is 48.7 µs. The first estimate is too short by a factor of about 500, the second too long by about 2000. The correct scale contains both lengths:

$$\tau\simeq\frac{\lambda_D L}{2D},\qquad \lambda_D\ll L .$$

Here $L$ is the full separation. With the half-separation $h=L/2$ the same time reads $\lambda_D h/D$, without the factor 2.

## Simple case: a resistor and two capacitors

The electrolyte has ions of charge $\pm ze$, each with bulk concentration $c_0$ (number per volume) and the same $D$. The permittivity $\varepsilon$ is uniform. The electrodes sit at $x=\pm h$ with potentials $\phi(\pm h)=\pm V/2$, switched on at $t=0$. There are no reactions and no compact layer of adsorbed ions or solvent.

Suppose first that the bulk is neutral and that thin charged layers at the walls stay in local equilibrium. In a field $E$ each ion species has drift velocity $\pm(zeD/kT)E$, so both contribute current of the same sign:

$$i=\frac{2z^2e^2c_0D}{kT}E\equiv\sigma_cE .$$

With the definition

$$\kappa^2=\frac{1}{\lambda_D^2}=\frac{2z^2e^2c_0}{\varepsilon kT},$$

the conductivity is $\sigma_c=\varepsilon D/\lambda_D^2$.

In a layer at equilibrium, with potential $\psi$ measured from the bulk and $ze|\psi|\ll kT$, the Boltzmann concentrations are $c_\pm\simeq c_0(1\mp ze\psi/kT)$. The charge density is then $\rho=-\varepsilon\kappa^2\psi$, and Poisson's equation $\varepsilon\psi''=-\rho$ gives $\psi''=\kappa^2\psi$. The solution decays from the wall as $e^{-y/\lambda_D}$, where $y$ is the distance from it. Integrating $\rho$ over $y$, a layer with potential drop $\psi_0$ holds charge $-\varepsilon\psi_0/\lambda_D$ per area.

Let $Q(t)$ be the ionic charge per area in the right half of the cell. It is negative when $V>0$. The right layer takes up a potential drop $-\lambda_DQ/\varepsilon$ and the left layer an equal one. The bulk is left with $V+2\lambda_DQ/\varepsilon$. The potential rises towards the right, so the current flows to the left and makes $Q$ more negative:

$$\frac{dQ}{dt}=-\frac{\sigma_c}{L}\left(V+\frac{2\lambda_D}{\varepsilon}Q\right).$$

With $Q(0)=0$ this gives

$$Q(t)=-\frac{\varepsilon V}{2\lambda_D}\left(1-e^{-t/\tau}\right),\qquad
\tau=\frac{\varepsilon L}{2\lambda_D\sigma_c}=\frac{\lambda_DL}{2D}.$$

This is an RC time: the bulk resistance times area is $R=L/\sigma_c$, and two capacitances $\varepsilon/\lambda_D$ in series make $C=\varepsilon/(2\lambda_D)$ per area.

**Check on a limit.** The assumption of local equilibrium needs layers that adjust faster than they charge. Their adjustment time is of order $\lambda_D^2/D$, and $\tau$ divided by it is $L/(2\lambda_D)$. The picture is consistent for $L\gg\lambda_D$, but it gives neither the size of the error nor a proof that no slower charge mode exists. Those require the field equations.

## General case: linearizing the field equations

Each species obeys a conservation law, with diffusion and drift in the flux:

$$\partial_tc_\pm=D\,\partial_x\!\left(\partial_xc_\pm\pm\frac{ze}{kT}c_\pm\,\partial_x\phi\right),\qquad \varepsilon\,\partial_x^2\phi=-ze(c_+-c_-).$$

At a blocking wall each bracket vanishes. Write $c_\pm=c_0+\delta c_\pm$, where $\delta c_\pm$ and $\phi$ are of order $V$. The products $\delta c_\pm\,\phi'$ are of order $V^2$ and are dropped, so

$$\partial_t\delta c_\pm=D\left(\delta c_\pm''\pm\frac{zec_0}{kT}\phi''\right),\qquad
\delta c_\pm'\pm\frac{zec_0}{kT}\phi'=0\ \text{ at } x=\pm h .$$

Adding the two species removes $\phi$. The salt excess $n=\delta c_++\delta c_-$ obeys $\partial_tn=Dn''$ with $n'=0$ at the walls. It starts at zero and has no source, so it stays zero at this order. Its first source is the dropped drift term $(ze/kT)(\delta c_+-\delta c_-)\phi'$, which is quadratic in $V$. This is why, for equal ion diffusivities, the slow time $L^2/D$ is absent from the linear response.

Subtracting the species and multiplying by $ze$ gives the charge density $\rho=ze(\delta c_+-\delta c_-)$:

$$\partial_t\rho=D\left(\rho''+\varepsilon\kappa^2\phi''\right)=D\left(\rho''-\kappa^2\rho\right),$$

$$\rho'+\varepsilon\kappa^2\phi'=0\quad\text{at } x=\pm h .$$

The last form of the evolution equation uses Poisson's equation. The potential has left the bulk equation but remains in the wall condition, and the slow time enters there.

**Check on a limit.** Without walls, a uniform $\rho$ decays as $e^{-Dt/\lambda_D^2}$, the Debye time. A mode slower than this must have $\rho''$ of the same sign as $\rho$: a profile that rises towards the walls.

## The decay has no oscillation

Subtract the final equilibrium state. The remaining transient has $\phi=0$ at both electrodes. Define

$$\mu=\frac{\rho}{\varepsilon\kappa^2}+\phi .$$

Then $\partial_t\rho=D\varepsilon\kappa^2\mu''$, with $\mu'=0$ at the walls. For two transients define $\langle\rho_1,\rho_2\rangle=\int\rho_1\mu_2\,dx$. Inserting $\rho_1=-\varepsilon\phi_1''$ in the potential term and integrating by parts, with $\phi_2=0$ at the ends, gives

$$\langle\rho_1,\rho_2\rangle=\int\left(\frac{\rho_1\rho_2}{\varepsilon\kappa^2}+\varepsilon\phi_1'\phi_2'\right)dx .$$

This is symmetric, and positive when $\rho_1=\rho_2\neq0$. The evolution gives

$$\langle\partial_t\rho_1,\rho_2\rangle=D\varepsilon\kappa^2\int\mu_1''\mu_2\,dx=-D\varepsilon\kappa^2\int\mu_1'\mu_2'\,dx ,$$

again symmetric. For a mode $\rho\propto e^{-\sigma t}$, taking $\rho_2$ as the complex conjugate of $\rho_1$ shows that $\sigma$ is a ratio of two real non-negative integrals. A zero rate needs constant $\mu$, and then $\langle\rho,\rho^*\rangle=\mu^*\int\rho\,dx$. This vanishes for zero net charge, which forces $\rho=0$. Every neutral disturbance therefore decays, at a real positive rate.

## Solving the voltage step

Reversing $x$ together with the signs of $\rho$ and $\phi$ leaves the problem unchanged, so both are odd in $x$. Take the Laplace transform in time, marked by a hat, with $\rho=0$ at $t=0$:

$$\hat\rho''=k^2\hat\rho,\qquad k^2=\kappa^2+\frac{s}{D},\qquad \hat\rho=A\sinh kx .$$

Integrating Poisson's equation twice and keeping the odd part,

$$\hat\phi=-\frac{A}{\varepsilon k^2}\sinh kx+Bx .$$

The wall condition at $x=h$ is

$$Ak\cosh kh+\varepsilon\kappa^2\left(-\frac{A\cosh kh}{\varepsilon k}+B\right)=0 .$$

The two terms in $A$ combine to $A\cosh(kh)\,(k^2-\kappa^2)/k$, and $k^2-\kappa^2=s/D$. Hence

$$B=-\frac{s\cosh kh}{\varepsilon\kappa^2Dk}A .$$

The transformed step gives $\hat\phi(h)=V/(2s)$. Inserting $B$ and multiplying by $-\varepsilon k^2$,

$$A\,F(s)=-\frac{\varepsilon Vk^2}{2s},\qquad
F(s)=\sinh kh+\frac{s\,kh}{D\kappa^2}\cosh kh .$$

The charge in the right half follows by integrating $\hat\rho$ from 0 to $h$:

$$\hat Q(s)=\frac{A}{k}(\cosh kh-1)=-\frac{\varepsilon Vk}{2s}\,\frac{\cosh kh-1}{F(s)} .$$

**Check at long times.** The final charge is $\lim_{s\to0}s\hat Q$, where $k=\kappa$:

$$Q_\infty=-\frac{\varepsilon V\kappa}{2}\,\frac{\cosh\kappa h-1}{\sinh\kappa h}=-\frac{\varepsilon V}{2\lambda_D}\tanh\frac{h}{2\lambda_D}.$$

For thin layers this is the capacitor value $-CV$.

**Check at short times.** For large $s$ the second term of $F$ dominates and $\cosh kh\gg1$. Then $\hat Q\to-\varepsilon VD\kappa^2/(2hs^2)$, which means $Q\simeq-\sigma_cVt/L$. The cell starts as the plain resistor of the simple case.

## Locating the decay rates

$\hat Q$ is even in $k$, so the square root in $k$ causes no branch cut, and $Q(t)$ is a sum over poles. The pole at $s=0$ gives $Q_\infty$. The others are zeros of $F$. At such a zero $\cosh kh\neq0$, since otherwise $F=\sinh kh\neq0$. Dividing by $kh\cosh kh$ and inserting $s=D(k^2-\kappa^2)$ gives

$$\frac{\tanh kh}{kh}=1-\frac{k^2}{\kappa^2},\qquad \sigma=-s=D(\kappa^2-k^2).$$

The point $k=0$ makes $F$ vanish but needs care. Using $s/(D\kappa^2)=k^2/\kappa^2-1$ and expanding,

$$F\simeq k^3h\left(\frac1{\kappa^2}-\frac{h^2}{3}\right).$$

The numerator $k(\cosh kh-1)$ is also of order $k^3$, so $\hat Q$ is finite there unless $\kappa h=\sqrt3$.

Because $\sigma$ is real, $k^2$ is real, and $k$ is either real or imaginary. To count the real roots, put $q=kh$ and $\delta=\lambda_D/h=2\lambda_D/L$. The pole equation becomes

$$\frac1{q^2}\left(1-\frac{\tanh q}{q}\right)=\delta^2 .$$

The zeros of $\cosh q$ lie at $\pm ib_m$ with $b_m=(m-\tfrac12)\pi$, so $\cosh q=\prod_{m\ge1}(1+q^2/b_m^2)$. Its logarithmic derivative is $\tanh q=\sum_m2q/(b_m^2+q^2)$. At $q\to0$ this gives $\sum_m2/b_m^2=1$. Subtracting $\tanh q/q$ from this sum,

$$\frac1{q^2}\left(1-\frac{\tanh q}{q}\right)=\sum_{m\ge1}\frac{2}{b_m^2(b_m^2+q^2)} .$$

Every term falls as $q>0$ grows. The sum starts at $1/3$, because $\tanh q/q\simeq1-q^2/3$, and tends to zero. It crosses $\delta^2$ once if $\delta^2<1/3$ and not at all otherwise. Thus one real-$k$ mode exists when

$$L>2\sqrt3\,\lambda_D\approx3.46\,\lambda_D ,$$

and its rate lies below $D/\lambda_D^2$. All other odd modes have $k=ip$ and rates $D(\kappa^2+p^2)$ above $D/\lambda_D^2$.

**Check at the threshold.** Eigenvalues of the discretized field equations give a slowest rate of 1.085 $D/\lambda_D^2$ at $L=3.3\lambda_D$ and 0.938 $D/\lambda_D^2$ at $L=3.6\lambda_D$. The slowest rate crosses the Debye rate between these separations, as required.

Even neutral disturbances are not excited by the step, but they appear in the computed spectrum. For $\rho\propto\cosh kx$ with $\phi=0$ at both walls, the wall condition is $(k^2-\kappa^2)\sinh kh=0$. The factor $k^2=\kappa^2$ is the conserved net charge. The other gives $k=im\pi/h$ with $m\ge1$ (the root $k=0$ comes only from multiplying the condition by $k$), and rates $D(\kappa^2+m^2\pi^2/h^2)$. At $L=20\lambda_D$ the lowest is $1+(\pi/10)^2=1.0987$ in units of $D/\lambda_D^2$, which is the second relaxation rate found numerically.

## The thin-layer limit and its correction

Let $u=k/\kappa$ for the real root. When $L\gg\lambda_D$ the root has $u$ near 1, so $kh$ is large and $\tanh kh$ differs from 1 by about $2e^{-2kh}$. Dropping this exponentially small difference,

$$\frac{\delta}{u}=1-u^2\quad\Longrightarrow\quad u(1-u^2)=\delta .$$

This cubic has another positive root near $u=\delta$. There $kh=u/\delta\approx1$, so replacing the tanh by 1 is not allowed and that root is discarded.

The relaxation time follows from $\sigma=D\kappa^2(1-u^2)=D\kappa^2\delta/u$:

$$\tau=\frac1\sigma=\frac{u\lambda_D^2}{D\delta}=u\,\frac{\lambda_DL}{2D} .$$

Set $u=1-a$ with $a$ small. Then $(1-a)(2a-a^2)=2a-3a^2+a^3=\delta$. To first order $a=\delta/2=\lambda_D/L$. Returning this to the quadratic term gives $a=\lambda_D/L+\tfrac32(\lambda_D/L)^2+\dots$, and

$$\boxed{\tau=\frac{\lambda_DL}{2D}\left[1-\frac{\lambda_D}{L}-\frac32\left(\frac{\lambda_D}{L}\right)^2+\dots\right]}$$

The lumped circuit is thus the leading term, and it overestimates the time by a relative amount of about $\lambda_D/L$.

**Check at finite thickness.** In units of $\lambda_DL/(2D)$, the full pole equation gives 0.94565 at $L=20\lambda_D$ and 0.98985 at $L=100\lambda_D$. The expansion gives 0.94625 and 0.98985. The eigenvalues of the discretized equations agree with the pole equation to better than 0.05 % in the cases $L/\lambda_D=20$, 50 and 100.

## How much of the charging the slow mode carries

A slow rate matters only if its amplitude is appreciable. For thin layers replace $\sinh kh$ and $\cosh kh-1$ by $\tfrac12e^{kh}$, again with exponentially small error. Near the slow pole

$$\hat Q\simeq-\frac{\varepsilon V}{2}\,\frac{k}{s\,G(s)},\qquad G=1+\frac{s\,kh}{D\kappa^2}.$$

Since $dk/ds=1/(2Dk)$,

$$sG'(s)=\frac{sh}{D\kappa^2}\left(k+\frac{s}{2Dk}\right).$$

At the pole $G=0$, so $sh/(D\kappa^2)=-1/k$. Using $s/D=k^2-\kappa^2$ as well,

$$sG'=-\left(1+\frac{k^2-\kappa^2}{2k^2}\right)=-\frac{3k^2-\kappa^2}{2k^2}.$$

The residue is therefore $+(\varepsilon V\kappa/2)\,w$, with

$$w=\frac{2u^3}{3u^2-1},$$

and, since $Q_\infty\simeq-\varepsilon V\kappa/2$,

$$Q(t)=Q_\infty\left[1-w\,e^{-t/\tau}+\text{modes faster than } D/\lambda_D^2\right].$$

With $u=1-a$, the numerator is $2-6a+6a^2-2a^3$ and the denominator $2-6a+3a^2$. Their ratio is $w=1+\tfrac32a^2+\dots=1+\tfrac32(\lambda_D/L)^2+\dots$. The slow mode carries nearly the whole transient. Its weight slightly exceeds 1, and the fast modes supply the difference that makes $Q(0)=0$.

**Check on the weight.** At $L=20\lambda_D$ the formula gives $w=1.0051$, and projecting the discretized response on its slow mode gives 1.0050.

## Numbers for a 10 µm cell

Take $z=1$, $c_0=1$ mol/m³, relative permittivity 80, $T=300$ K, $D=10^{-9}$ m²/s, $L=10$ µm and $V=5$ mV. These are round model parameters. The definition of $\kappa$ gives $\lambda_D=9.74$ nm, so $L/\lambda_D\approx1027$. Then

$$\frac{\lambda_DL}{2D}=\frac{(9.741\times10^{-9}\,\text{m})(10^{-5}\,\text{m})}{2\times10^{-9}\,\text{m}^2/\text{s}}=48.7\ \text{µs}.$$

The circuit gives the same time from electrical quantities. The conductivity is 0.00746 S/m, so $R=10^{-5}/0.00746=1.34\times10^{-3}$ Ω m². With $C=0.0364$ F/m², the product $RC$ is again 48.7 µs. The full pole equation lowers the time by about 0.1 %, the size of $\lambda_D/L$. The final charge per area is $CV=0.03636\times0.005$ C/m² $=182$ µC/m² in magnitude.

Each layer finally carries half the voltage, so the linearization parameter is $zeV/(2kT)=0.097$.

## Where the result stops holding

**Thicker layers.** At $L=20\lambda_D$ and $t=10\lambda_D^2/D$, the linear solution has reached 0.651 of its final charge and the simple law $1-e^{-2Dt/(\lambda_DL)}$ gives 0.632. The linear solution is ahead mainly because its $\tau$ is shorter. Time integration of the full nonlinear equations at $zeV/kT=0.1$ also gives 0.651, and it follows the linear solution to within 0.003 of the final charge at all five times compared.

**Larger voltages.** Doubling $zeV/kT$ from 0.1 to 0.2 multiplies the largest salt disturbance by 4.00, which confirms its quadratic order. At $L=20\lambda_D$ and $zeV/kT=2$, where each layer carries about one thermal voltage, the charge at the last computed time is 2.8 % above the linear final value. This excess depends on $L$, because at $L=20\lambda_D$ the layers remove about 2.5 % of the salt from the bulk. For $L\gg\lambda_D$ the equilibrium excess at the same voltage rises to $2\sinh\tfrac12-1\approx4.2$ %. Beyond this range the linear law should not be used without a nonlinear calculation.

**Unequal diffusivities.** Real salts generally have $D_+\neq D_-$. Adding the two species equations then no longer removes $\phi$, so the step excites a salt disturbance already at first order in $V$. A small part of the charging then follows on the slower time $L^2/(\pi^2D_a)$, with $D_a=2D_+D_-/(D_++D_-)$, even at small voltage. With $\beta=(D_+-D_-)/(D_++D_-)$, the weight of this slowest mode is of order $\beta^2\lambda_D/L$. It is about $2\times10^{-4}$ for $|\beta|=0.21$ and $2\times10^{-3}$ for $|\beta|=0.64$ in the 10 µm cell, and 0.015 and 0.11 at $L=20\lambda_D$. For thin layers most of the charge still arrives on the time $\lambda_DL/(2D)$, with $D$ the mean of $D_+$ and $D_-$. The single slow time derived here belongs to ions of equal diffusivity.

**Compact layers.** If each electrode also has a charge-free layer of capacitance $C_s$ per area, each wall takes up an extra potential $|Q|/C_s$ to leading order in $\lambda_D/L$. In the circuit equation $\lambda_D/\varepsilon$ is replaced by $\lambda_D/\varepsilon+1/C_s$, so

$$\tau=\frac{\lambda_DL}{2D}\,\frac{1}{1+\varepsilon/(\lambda_DC_s)} .$$

The series capacitance lowers the stored charge and shortens the charging time. For $C_s\gg\varepsilon/\lambda_D$ the earlier result returns. For small $C_s$ the formula holds only while the resulting $\tau$ remains much longer than $\lambda_D^2/D$.

**Alternating voltage.** For angular frequency $\omega\ll D/\lambda_D^2$ the layers follow the drive, and the cell is $R$ in series with $C$. Its admittance per area, for time dependence $e^{i\omega t}$, is $Y=i\omega C/(1+i\omega\tau)$. Read as a uniform dielectric of thickness $L$, it has the apparent permittivity

$$\varepsilon_{\rm app}=\frac{LY}{i\omega}=\frac{L}{2\lambda_D}\,\frac{\varepsilon}{1+i\omega\tau}.$$

At low frequency the 10 µm cell would appear to have about 513 times the permittivity of its solution. The enhancement comes from charge stored at the electrodes. It grows in proportion to $L$, which distinguishes it from a property of the liquid. The series circuit leaves out the displacement current in the bulk, which adds about $\varepsilon$ to the real part of $\varepsilon_{\rm app}$ when $\omega\tau\gg1$. The real part given by the formula is therefore reliable only for $\omega\tau\ll\sqrt{L/(2\lambda_D)}$. The numerical output below lists the values used here.

## Computed values

```
Relaxation time divided by lambda_D L/(2D):
L/lambda_D  discretized  pole equation  expansion
        20      0.94547        0.94565    0.94625
        50      0.97906        0.97937    0.97940
       100      0.98942        0.98985    0.98985
Slow-mode weight, L=20 lambda_D, discretized: 1.00501
Slow-mode weight, L=20 lambda_D, formula: 1.00508
Next rate, L=20 lambda_D: 1.0987 D/lambda_D^2
Threshold L/lambda_D for a real-k mode: 3.4641
Slowest rate at L=3.3 lambda_D: 1.0849 D/lambda_D^2
Slowest rate at L=3.6 lambda_D: 0.9382 D/lambda_D^2
Charge / final linear charge, L=20 lambda_D, zeV/kT=0.1:
t D/lambda_D^2  nonlinear PNP  Laplace solution  thin-layer law
           1.0        0.09740           0.09740         0.09516
           5.0        0.40769           0.40772         0.39347
          10.0        0.65084           0.65093         0.63212
          20.0        0.87862           0.87876         0.86466
          80.0        0.99955           0.99979         0.99966
Salt response ratio on doubling the voltage: 4.002
Charge / linear charge at zeV/kT=2, last time: 1.0278
Example: z=1, c0=1 mol/m^3, eps_r=80, T=300 K
Example: D=1e-09 m^2/s, L=10 um, V=5 mV
Potential per layer, zeV/(2kT): 0.0967
Debye length: 9.741 nm
L/lambda_D: 1026.5
Debye time lambda_D^2/D: 0.0949 us
Thin-layer time lambda_D L/(2D): 48.707 us
Time from full pole equation: 48.659 us
Diffusion time L^2/D: 100.0 ms
Bulk conductivity: 0.00746 S/m
Bulk resistance times area: 1.3397e-03 ohm m^2
Two-layer capacitance per area: 0.03636 F/m^2
RC product: 48.707 us
Final diffuse charge magnitude: 181.78 uC/m^2
```
